# The Lorentz kernel for Chebyshev expansions of Green functions, part 1

(Sections cited here and not found follow in the second part.)

## First half: damping factors and their kernel

Q: You want the Green function of a large Hamiltonian in the middle of its spectrum, and you propose to get it from a finite number of polynomial moments. I am told that the moments should be multiplied by certain damping factors, and that this amounts to adding a small imaginary part to the energy. I doubt both statements. What are the objects?

A: Let $H$ be a Hermitian matrix whose eigenvalues lie between $b-a$ and $b+a$, with $a>0$. The scaled matrix $\tilde H=(H-b)/a$ then has its eigenvalues $y_j$ in $[-1,1]$, and I write $y_j=\cos\alpha_j$ with $0\le\alpha_j\le\pi$. Let $|s\rangle$ be a normalized state, and let $p_j$ be its weight on eigenvector $j$, so that $p_j\ge 0$ and $\sum_j p_j=1$. The diagonal Green function and the Chebyshev moments are

$$G(z)=\langle s|(z-\tilde H)^{-1}|s\rangle=\sum_j\frac{p_j}{z-y_j},\qquad \mu_n=\langle s|T_n(\tilde H)|s\rangle=\sum_j p_j\cos n\alpha_j .$$

The second form of $\mu_n$ uses $T_n(\cos\alpha)=\cos n\alpha$. In particular $\mu_0=1$. The moments need only products of $\tilde H$ with vectors, through $T_{n+1}(y)=2yT_n(y)-T_{n-1}(y)$. Scaled energies have no unit. The Green function at a physical energy $E$ is $G((E-b)/a)/a$, because $E-H=a\,(z-\tilde H)$ when $z=(E-b)/a$.

Q: How does $1/(z-y)$ turn into Chebyshev polynomials of $y$?

A: Through two geometric series. Take a complex number $w$ with $0<|w|<1$ and $y=\cos\alpha$. Since $2\cos n\alpha=e^{in\alpha}+e^{-in\alpha}$,

$$1+2\sum_{n=1}^\infty w^n\cos n\alpha=1+\frac{we^{i\alpha}}{1-we^{i\alpha}}+\frac{we^{-i\alpha}}{1-we^{-i\alpha}} .$$

The common denominator is $(1-we^{i\alpha})(1-we^{-i\alpha})=1-2w\cos\alpha+w^2$. The numerator is this same expression plus $2w\cos\alpha-2w^2$, which comes from the two fractions. Their sum is $1-w^2$. Dividing numerator and denominator by $w$ and defining $z=(w+1/w)/2$ gives

$$1+2\sum_{n=1}^\infty w^nT_n(y)=\frac{1/w-w}{2(z-y)},\qquad\text{so}\qquad \frac1{z-y}=\frac{2}{1/w-w}\Big[1+2\sum_{n=1}^\infty w^nT_n(y)\Big].\tag{1}$$

Q: Where is the energy, and where is the imaginary part?

A: Put $x=\cos\theta$ with $0<\theta<\pi$, and choose $w=e^{-i\theta-\varepsilon}$ with $\varepsilon>0$. Because $-i(\theta-i\varepsilon)=-i\theta-\varepsilon$, this is $w=e^{-i(\theta-i\varepsilon)}$. Hence $1/w-w=2i\sin(\theta-i\varepsilon)$ and

$$z=\cos(\theta-i\varepsilon)=x\cosh\varepsilon+i\sqrt{1-x^2}\,\sinh\varepsilon .\tag{2}$$

The imaginary part of $z$ is positive, so this is the retarded side. Averaging (1) over the levels with weights $p_j$ gives

$$G(z)=\frac{-i}{\sin(\theta-i\varepsilon)}\,\Phi_\infty(\theta),\qquad \Phi_\infty(\theta)=\mu_0+2\sum_{n=1}^\infty e^{-n\varepsilon}\mu_ne^{-in\theta}.\tag{3}$$

An exponential factor $e^{-n\varepsilon}$ on the moments therefore shifts the angle $\theta$ by $-i\varepsilon$. That is an identity for the infinite series.

Q: You have a finite number of moments. Why not cut the exponential after $N$ terms?

A: To judge that, we need to see what damping factors do to the density of states. For $N\ge2$ and real factors $g_n$ with $g_0=1$, define

$$G_N(x)=\frac{-i}{\sin\theta}\,\Phi_N(\theta),\qquad \Phi_N(\theta)=\mu_0+2\sum_{n=1}^{N-1}g_n\mu_ne^{-in\theta}.\tag{4}$$

The prefactor is the one in (3) at $\varepsilon\to0$, since we label the result by the real energy $x$. The density is $\rho_N=-\mathrm{Im}\,G_N/\pi=\mathrm{Re}\,\Phi_N/(\pi\sin\theta)$. Insert the moments and use $\cos n\theta\cos n\alpha=\tfrac12[\cos n(\theta-\alpha)+\cos n(\theta+\alpha)]$:

$$\mathrm{Re}\,\Phi_N(\theta)=\sum_jp_j\,\tfrac12\big[S(\theta-\alpha_j)+S(\theta+\alpha_j)\big],\qquad S(\phi)=1+2\sum_{n=1}^{N-1}g_n\cos n\phi .\tag{5}$$

Each level is replaced by the kernel $S$, centred at its angle, together with a mirror image. If $S$ is positive, the density is positive for every spectrum.

For the infinite exponential the kernel follows from the first equation in (1), with $w=e^{-\varepsilon}$ and $\alpha=\phi$:

$$P(\phi)=1+2\sum_{n=1}^\infty e^{-n\varepsilon}\cos n\phi=\frac{\sinh\varepsilon}{\cosh\varepsilon-\cos\phi}.\tag{6}$$

This is the Poisson kernel. For small $\varepsilon$ and $\phi$ it becomes $2\varepsilon/(\varepsilon^2+\phi^2)$, a Lorentzian of half width $\varepsilon$.

Now cut the sum after $n=N-1$, write $\lambda=N\varepsilon$, and look at $\phi=\pi$ for even $N$. The value there is $P(\pi)$ minus the missing tail:

$$P(\pi)-2\sum_{n=N}^\infty(-1)^ne^{-n\varepsilon}=\frac{1-e^{-\varepsilon}}{1+e^{-\varepsilon}}-\frac{2e^{-\lambda}}{1+e^{-\varepsilon}}=\frac{1-e^{-\varepsilon}-2e^{-\lambda}}{1+e^{-\varepsilon}} .$$

The first fraction is (6) at $\phi=\pi$, namely $\sinh\varepsilon/(\cosh\varepsilon+1)$. The second is a geometric series with ratio $-e^{-\varepsilon}$. At fixed $\lambda$ and growing $N$ the term $1-e^{-\varepsilon}$ goes to zero while $2e^{-\lambda}$ stays, so the kernel becomes negative.

For $N=256$ and $\lambda=4$ we have $e^{-\varepsilon}=0.984496$ and $e^{-255\varepsilon}=0.018604$. Then $e^{-\lambda}=0.018604\times0.984496=0.018316$, and the value at $\pi$ is $(0.015504-0.036632)/1.984496=-0.0106$. The smallest value found on a fine grid of angles is $-0.0109$. A single level exactly at one end of the interval $[-1,1]$, carrying all the weight, would thus produce a negative density near the other end.

Q: Then the sum needs a softer ending. There are many soft endings. What singles out one of them?

A: A precise demand does. We want a cosine polynomial $\hat S(\phi)=c_0+2\sum_{n=1}^{N-1}c_n\cos n\phi$ whose ratio to $P(\phi)$ is as close to one as possible at the worst angle. The ratio is the sensible measure, because $P$ is large at its peak and small far away, and we want the tail right as well. So define

$$q=1-\frac{\hat S}{P}=1-\frac{(\cosh\varepsilon-\cos\phi)\,\hat S}{\sinh\varepsilon}$$

and make $M=\max|q|$ over all real $\phi$ as small as possible.

Q: That looks like a problem for a numerical optimizer.

A: It can be solved by hand, because $q$ is a polynomial in $t=\cos\phi$. Its degree is at most $N$, since $\hat S$ has degree at most $N-1$ in $t$. At the point $X=\cosh\varepsilon>1$, outside the physical interval, the factor $\cosh\varepsilon-t$ vanishes and $q(X)=1$. Conversely, if a real polynomial $q$ of degree at most $N$ has $q(X)=1$, then $1-q$ is divisible by $X-t$, and $\hat S=\sinh\varepsilon\,(1-q)/(X-t)$ is an allowed kernel. The question is therefore how small a polynomial can be on $[-1,1]$ when it must equal one at $X$.

Take the points $t_k=\cos(k\pi/N)$, $k=0,\dots,N$, where $T_N(t_k)=(-1)^k$. Lagrange interpolation through these $N+1$ points reproduces any polynomial of degree at most $N$:

$$q(X)=\sum_{k=0}^Nq(t_k)L_k(X),\qquad L_k(X)=\prod_{j\ne k}\frac{X-t_j}{t_k-t_j}.$$

All factors $X-t_j$ are positive. The factor $t_k-t_j$ is negative for $j<k$, which happens $k$ times. So $L_k(X)$ has the sign $(-1)^k$. Applying the formula to $T_N$ itself gives

$$T_N(X)=\sum_k(-1)^kL_k(X)=\sum_k|L_k(X)|.$$

The left side is $\cosh N\varepsilon=\cosh\lambda$, because $T_N(\cos\beta)=\cos N\beta$ also holds at $\beta=i\varepsilon$. For our $q$ this means

$$1=\Big|\sum_kq(t_k)L_k(X)\Big|\le M\sum_k|L_k(X)|=M\cosh\lambda .$$

Hence $M\ge1/\cosh\lambda$. Equality requires every term to be positive and as large as allowed, $q(t_k)=(-1)^kM$. These $N+1$ values fix the polynomial, so the unique optimum is $q=T_N(t)/\cosh\lambda$, that is,

$$\hat S(\phi)=P(\phi)\Big(1-\frac{\cos N\phi}{\cosh\lambda}\Big).\tag{7}$$

A linear program that adjusts the coefficients directly, with no knowledge of this argument, gives the largest deviation $0.099328$ for $N=8$, $\lambda=3$. This agrees with $1/\cosh 3$ to the printed digits.

Q: Equation (7) is a function of the angle. I was promised damping factors.

A: Multiply (7) by $2\cosh\varepsilon-2\cos\phi$, which cancels the denominator of $P$:

$$(2\cosh\varepsilon-e^{i\phi}-e^{-i\phi})\,\hat S=2\sinh\varepsilon-\frac{\sinh\varepsilon}{\cosh\lambda}\big(e^{iN\phi}+e^{-iN\phi}\big).$$

Write $\hat S=\sum_nc_ne^{in\phi}$ with $c_{-n}=c_n$ and $c_n=0$ for $|n|\ge N$. Comparing the coefficients of $e^{in\phi}$ gives

$$c_{n+1}+c_{n-1}=2\cosh\varepsilon\;c_n\quad(1\le n\le N-1),\qquad c_N=0,\qquad 2\cosh\varepsilon\,c_0-2c_1=2\sinh\varepsilon .$$

The recursion has the two independent solutions $e^{n\varepsilon}$ and $e^{-n\varepsilon}$. The combination that vanishes at $n=N$ is $c_n=A\sinh(\lambda-n\varepsilon)$. To find $A$, use $\sinh(\lambda-\varepsilon)=\sinh\lambda\cosh\varepsilon-\cosh\lambda\sinh\varepsilon$ in the last condition. The terms with $\sinh\lambda\cosh\varepsilon$ cancel, leaving $2A\cosh\lambda\sinh\varepsilon=2\sinh\varepsilon$, so $A=1/\cosh\lambda$. The coefficient at $n=N$ is then $-c_{N-1}=-\sinh\varepsilon/\cosh\lambda$, as required.

The constant term is $c_0=\tanh\lambda$, which is less than one. It multiplies the total weight of the density, which must stay equal to one. We therefore divide by it:

$$g_n=\frac{c_n}{c_0}=\frac{\sinh[\lambda(1-n/N)]}{\sinh\lambda},\qquad S(\phi)=\frac{\hat S(\phi)}{\tanh\lambda}=P(\phi)\,\frac{\cosh\lambda-\cos N\phi}{\sinh\lambda}.\tag{8}$$

These are the factors of the Lorentz kernel. The factors from the linear program, divided by their first member, differ from (8) by less than $10^{-15}$.

Q: By rescaling you gave up the optimum.

A: The rescaled kernel no longer minimizes $\max|1-S/P|$, but it is optimal in a sense that does not depend on scale. Suppose a positive kernel has a ratio to $P$ that ranges from $m$ to $m'$. Rescale it so that the middle of this range is one. Its largest deviation is then $(m'-m)/(m'+m)$, which cannot be less than $1/\cosh\lambda$. Since this deviation grows with $m'/m$, our kernel has the smallest possible ratio $m'/m$ among positive kernels of the same degree.

Q: You have not yet shown that yours is positive.

A: Equation (8) shows it. The cosine lies between $-1$ and $1$, and $\cosh\lambda>1$. With $(\cosh\lambda-1)/\sinh\lambda=\tanh(\lambda/2)$ and $(\cosh\lambda+1)/\sinh\lambda=\coth(\lambda/2)$,

$$\tanh\frac\lambda2\;\le\;\frac{S(\phi)}{P(\phi)}\;\le\;\coth\frac\lambda2 .\tag{9}$$

Since $P>0$, the kernel is strictly positive for every $\lambda>0$ and $N\ge2$. The smallest value of $P$ is $P(\pi)=\tanh(\varepsilon/2)$, so $S\ge\tanh(\lambda/2)\tanh(\varepsilon/2)$. For $N=256$, $\lambda=4$ this lower bound is $0.007531$. The explicit sum attains it, because for even $N$ both inequalities become equalities at $\phi=\pi$.

Q: What did the hyperbolic sine do that the cut exponential did not?

A: Multiply numerator and denominator of $g_n$ by $2e^{-\lambda}$:

$$g_n=\frac{e^{-n\varepsilon}-e^{-2\lambda}e^{n\varepsilon}}{1-e^{-2\lambda}} .$$

It is the decaying exponential minus a small growing one, chosen so that the sum reaches zero at $n=N$ without a jump. For $N=256$, $\lambda=4$ the difference is slight at first and decisive at the end:

| $n$ | $g_n$ | $e^{-n\varepsilon}$ |
|---|---|---|
| 64 | 0.36709 | 0.36788 |
| 128 | 0.13290 | 0.13534 |
| 192 | 0.04306 | 0.04979 |
| 255 | 0.00057 | 0.01860 |

In the limit $\lambda\to0$ at fixed $N$, the hyperbolic sines become their arguments and $g_n\to1-n/N$. These are the Fejér factors. The limiting kernel is still non-negative, but it no longer resembles a Lorentzian: both limits in (9) are attained, at $\cos N\phi=1$ and $\cos N\phi=-1$, and the lower one goes to zero while the upper one goes to infinity. For $\lambda\to\infty$ at fixed $N$, the factors approach $e^{-n\varepsilon}$ and $S/P$ approaches one, but $\varepsilon=\lambda/N$ grows, and once it is no longer small, $P$ itself stops resembling a Lorentzian.

## Second half: the complex Green function

Q: Let me fix what we have. The scaled energy is $x=\cos\theta$. The levels are $y_j=\cos\alpha_j$ with weights $p_j$ that add up to one, and their moments are $\mu_n$. The damping factors are $g_n=\sinh[\lambda(1-n/N)]/\sinh\lambda$, and $\varepsilon=\lambda/N$. The damped Green function is $G_N(x)=-i\,\Phi_N(\theta)/\sin\theta$, where $\Phi_N=\mu_0+2\sum_{n=1}^{N-1}g_n\mu_ne^{-in\theta}$. With the factors $e^{-n\varepsilon}$ and no truncation, $\Phi_N$ becomes $\Phi_\infty$. The kernel $S$ of the density is positive and stays within the factors $\tanh(\lambda/2)$ and $\coth(\lambda/2)$ of the Poisson kernel $P(\phi)=\sinh\varepsilon/(\cosh\varepsilon-\cos\phi)$. All this concerns the density, which is $-\mathrm{Im}\,G_N/\pi$. A Green function also has a real part.

A: For the untruncated series both parts are known. The identity $G(z)=-i\,\Phi_\infty/\sin(\theta-i\varepsilon)$ with $z=\cos(\theta-i\varepsilon)$ gives

$$G_\infty(x)\equiv\frac{-i}{\sin\theta}\Phi_\infty(\theta)=\frac{\sin(\theta-i\varepsilon)}{\sin\theta}\;G\big(\cos(\theta-i\varepsilon)\big).\tag{10}$$

It remains to compare the complex functions $G_N$ and $G_\infty$. For this we need the one-sided sum $R_N(\phi)=1+2\sum_{n=1}^{N-1}g_nv^n$ with $v=e^{-i\phi}$. Multiply it by $2\cosh\varepsilon-v-1/v$ and collect powers of $v$:

- The power $v^{-1}$ has the coefficient $-1$.
- The power $v^0$ has $2\cosh\varepsilon-2g_1$. Since $g_1=\sinh(\lambda-\varepsilon)/\sinh\lambda=\cosh\varepsilon-\coth\lambda\,\sinh\varepsilon$, this equals $2\coth\lambda\,\sinh\varepsilon$.
- The power $v^1$ has $4\cosh\varepsilon\,g_1-2g_2-1$. The recursion $g_2+g_0=2\cosh\varepsilon\,g_1$ turns this into $2g_0-1=1$.
- The powers $v^2$ to $v^{N-1}$ have coefficient zero by the same recursion, with $g_N=0$.
- The power $v^N$ has $-2g_{N-1}=-2\sinh\varepsilon/\sinh\lambda$.

Now $v-1/v=-2i\sin\phi$ and $v+1/v=2\cos\phi$. Division by $2(\cosh\varepsilon-\cos\phi)$ gives

$$R_N(\phi)=\frac{-i\sin\phi+\sinh\varepsilon\,\big(\coth\lambda-e^{-iN\phi}/\sinh\lambda\big)}{\cosh\varepsilon-\cos\phi}.\tag{11}$$

For the untruncated exponential set $w=e^{-\varepsilon-i\phi}$. The sum is $1+2w/(1-w)=(1+w)/(1-w)$. Multiplying numerator and denominator by $1-w^*$ and then by $e^\varepsilon/2$,

$$R_\infty(\phi)=\frac{1-e^{-2\varepsilon}-2ie^{-\varepsilon}\sin\phi}{1-2e^{-\varepsilon}\cos\phi+e^{-2\varepsilon}}=\frac{\sinh\varepsilon-i\sin\phi}{\cosh\varepsilon-\cos\phi}.$$

The term with $\sin\phi$ is the same in both. It is the part that falls off slowly with distance from a level, and the truncation has not touched it. The difference is

$$R_N(\phi)-R_\infty(\phi)=P(\phi)\Big[\coth\lambda-1-\frac{e^{-iN\phi}}{\sinh\lambda}\Big].$$

The bracket has a modulus of at most

$$\coth\lambda-1+\frac1{\sinh\lambda}=\coth\frac\lambda2-1=\frac{e^\lambda+1}{e^\lambda-1}-1=\frac{2}{e^\lambda-1}\equiv\delta .$$

The Lorentz factors give a strictly positive kernel, and for a single level at $y=1$ the truncated complex sum $R_N$ differs from the untruncated $R_\infty$ by at most $\delta P$, with $\delta=2/(e^\lambda-1)$. It remains to extend this bound to many levels, to identify the complex energy it refers to, and to examine causality and a numerical example.

Numerical values quoted here were computed with a short program.
